# Lang-Firsov treatment of the Holstein polaron: shift, narrowing and second order

**Q.** I am told that one canonical transformation of the Holstein model gives a polaron shift $g^2/\omega$, a band narrowed by $e^{-g^2/\omega^2}$ and a correction $-zt^2/(2E_p)$. A transformation leaves the spectrum unchanged, so I doubt that it solves anything. What is the model?

**A.** Take $\hbar=1$, lattice constant 1, zero temperature, and drop the zero-point energy. Each site $j$ has one electron orbital, one oscillator of frequency $\omega$, and $z$ equivalent neighbours $j+\delta$, the set of $\delta$ being symmetric under $\delta\to-\delta$:

$$H=-t\sum_{j,\delta}c^\dagger_{j+\delta}c_j+\omega\sum_j b^\dagger_jb_j+g\sum_j n_j(b_j+b^\dagger_j),\qquad n_j=c^\dagger_jc_j .$$

Write $\alpha=g/\omega$ and $E_p=g^2/\omega=\alpha^2\omega$. The spectrum is indeed unchanged. The transformation diagonalizes $H$ at $t=0$, and so supplies the states from which one expands in $t$.

**Q.** Show me the transformation, with its signs.

**A.** Let $S=\alpha\sum_j n_j(b^\dagger_j-b_j)$. It is anti-Hermitian, so $e^S$ is unitary, and $e^SAe^{-S}=A+[S,A]+\frac1{2!}[S,[S,A]]+\dots$. Since $[b^\dagger-b,b]=-1$, we have $[S,b_j]=-\alpha n_j$. This commutes with $S$, so the series stops:

$$e^Sb_je^{-S}=b_j-\alpha n_j .$$

Since $[n_j,c_j]=-c_j$, we have $[S,c_j]=-\alpha(b_j^\dagger-b_j)c_j$. The phonon factor commutes with $S$, so each further commutator repeats it and the series is an exponential. With $D(\alpha)=e^{\alpha(b^\dagger-b)}$ and $D(-\alpha)^\dagger=D(\alpha)$,

$$e^Sc_je^{-S}=c_jD_j(-\alpha),\qquad e^Sc^\dagger_je^{-S}=c^\dagger_jD_j(\alpha).$$

The two factors cancel in $n_j$, which is unchanged. The on-site terms become

$$\omega(b^\dagger-\alpha n)(b-\alpha n)+gn(b+b^\dagger-2\alpha n)=\omega b^\dagger b+(g-\omega\alpha)\,n(b+b^\dagger)+(\omega\alpha^2-2g\alpha)\,n^2 .$$

The choice $\alpha=g/\omega$ removes the linear term and leaves $\omega\alpha^2-2g\alpha=-E_p$. Without approximation,

$$\tilde H=\omega\sum_jb^\dagger_jb_j-E_p\sum_jn_j^2-t\sum_{j,\delta}c^\dagger_{j+\delta}c_j\,D_{j+\delta}(\alpha)D_j(-\alpha).$$

For one electron $\sum_j n_j^2=1$ and the shift is $-E_p$, made of an elastic cost $+E_p$ and a coupling gain $-2E_p$. With spin, $n^2=n_\uparrow+n_\downarrow+2n_\uparrow n_\downarrow$, so two electrons on one site attract with energy $-2E_p$. From here on there is one electron.

**Q.** The coupling has merely moved into the hopping. To use it you need matrix elements of $D$.

**A.** They follow from normal ordering. Let $G(\lambda)=e^{\lambda b^\dagger}e^{-\lambda b}$. The commutator series gives $e^{\lambda b^\dagger}be^{-\lambda b^\dagger}=b-\lambda$, so

$$G'=b^\dagger G-e^{\lambda b^\dagger}b\,e^{-\lambda b^\dagger}G=(b^\dagger-b+\lambda)G .$$

Then $e^{-\lambda^2/2}G$ obeys the equation of $D$, namely $D'=(b^\dagger-b)D$, with the same value 1 at $\lambda=0$. Hence $D(\alpha)=e^{-\alpha^2/2}e^{\alpha b^\dagger}e^{-\alpha b}$, and because $e^{-\alpha b}|0\rangle=|0\rangle$ and $(b^\dagger)^m|0\rangle=\sqrt{m!}\,|m\rangle$,

$$\langle m|D(\alpha)|0\rangle=\langle0|D(-\alpha)|m\rangle=e^{-\alpha^2/2}\frac{\alpha^m}{\sqrt{m!}} .$$

The square is the Poisson weight $p_m=e^{-\alpha^2}\alpha^{2m}/m!$, of mean $\alpha^2$. In the original frame the localized polaron is $e^{-S}c^\dagger_j|0\rangle=c_j^\dagger D_j(-\alpha)|0\rangle$, which holds $\alpha^2$ phonons on average and has weight $p_0=e^{-\alpha^2}$ on the bare electron.

**Q.** At $t=0$ the electron can sit on any site. You cannot use ordinary perturbation theory on a degenerate level.

**A.** The hopping term $V$ conserves total momentum. On $N_s$ sites the zero-phonon states combine into $|k\rangle=N_s^{-1/2}\sum_je^{ikj}c^\dagger_j|0\rangle$, one for each $k$. Within the sector of momentum $k$ every other state holds $N\ge1$ phonons and lies $N\omega$ higher, so the non-degenerate series applies. In first order a hop $j\to j+\delta$ carries the phase $e^{-ik\delta}$ and the overlap $\langle0|D(\alpha)|0\rangle\langle0|D(-\alpha)|0\rangle=e^{-\alpha^2}$. With $\gamma_k=\sum_\delta e^{ik\delta}$, real by the symmetry of the neighbours,

$$E_1(k)=-t\,e^{-\alpha^2}\gamma_k .$$

This is the bare band $\varepsilon_k=-t\gamma_k$ times $e^{-g^2/\omega^2}$. The exponent has two halves because one distortion is removed from the old site and one is built on the new site.

**Q.** That term is exponentially small at strong coupling. Why should the next order be smaller still?

**A.** It need not be. $E_2=-\sum|\langle\text{exc}|V|k\rangle|^2/(N\omega)$ is a sum over two-hop paths through states with $N\ge1$ phonons. The first hop $j\to i$ puts $m$ phonons on $i$ and $n$ on $j$, with amplitude $-t\,e^{-\alpha^2}\alpha^m(-\alpha)^n/\sqrt{m!\,n!}$. The second hop $i\to l$ carries $D_l(\alpha)D_i(-\alpha)$ and must end in the vacuum.

If $l=j$, the second amplitude equals the first, the signs square away, and the weight is $t^2p_mp_n$. The binomial theorem gives $\sum_{m+n=N}p_mp_n=e^{-2\alpha^2}(2\alpha^2)^N/N!$. Define

$$h(x)=e^{-x}f(x),\qquad f(x)=\sum_{N\ge1}\frac{x^N}{N\,N!}=\int_0^1\frac{e^{xu}-1}{u}\,du=\mathrm{Ei}(x)-\gamma_E-\ln x ,$$

where the integral follows term by term and the last form is the power series of the exponential integral, with Euler's constant $\gamma_E$. There are $z$ return paths, without phase, and they give $-z(t^2/\omega)h(2\alpha^2)$.

If $l\ne j$, the second hop does not act on site $j$, so $n=0$. Sites $j$ and $l$ each give $e^{-\alpha^2/2}$, site $i$ gives $p_m$, and $\sum_{m\ge1}p_m/m=h(\alpha^2)$. The phases sum to $\sum_{\delta+\delta'\ne0}e^{-ik(\delta+\delta')}=\gamma_k^2-z$. Through second order in $t$,

$$E(k)=-E_p-te^{-\alpha^2}\gamma_k-\frac{t^2}{\omega}\Big[z\,h(2\alpha^2)+(\gamma_k^2-z)\,e^{-\alpha^2}h(\alpha^2)\Big].$$

**Q.** I see no $-zt^2/(2E_p)$ in that.

**A.** It is the limit of the return term for $\alpha^2\gg1$. Over a common denominator one verifies

$$\frac1N=\frac1{N+1}+\frac1{(N+1)(N+2)}+\frac2{N(N+1)(N+2)} .$$

Insert this in $f$ and use $\sum_{N\ge1}x^N/(N+1)!=(e^x-1-x)/x$ and $\sum_{N\ge1}x^N/(N+2)!=(e^x-1-x-x^2/2)/x^2$:

$$x\,h(x)=1+\frac1x-e^{-x}(1+x)-\frac{e^{-x}}x\Big(1+x+\frac{x^2}2\Big)+R,\qquad R=2xe^{-x}\sum_{N\ge1}\frac{x^N}{N(N+2)!}.$$

For $N\ge1$ one has $1/N\le4/(N+3)$, and $\sum_{N\ge1}x^N/(N+3)!<e^x/x^3$, so $0<R<8/x^2$. With $x=2\alpha^2$ and $2\alpha^2\omega=2E_p$,

$$-z\frac{t^2}{\omega}h(2\alpha^2)=-\frac{zt^2}{2E_p}\Big[1+\frac1{2\alpha^2}+O(\alpha^{-4})\Big].$$

No exponential survives, because the weights $p_mp_n$ over $N\ge1$ sum to $1-e^{-2\alpha^2}$. The approach is slow: $xh(x)$ is 1.175 at $x=8$, 1.072 at $x=16$ and 1.021 at $x=50$.

**Q.** Why $2E_p$ and not $E_p$, which is the binding energy?

**A.** The intermediate phonon number is Poisson with mean $2\alpha^2$, so the mean excitation energy is $2E_p$. In the original frame the electron jumps while the lattice stands still. It loses the coupling energy $-2E_p$, and the elastic energy $+E_p$ stays on the old site, so the energy goes from $-E_p$ to $+E_p$. Diagonalizing one site at $\alpha^2=4$ gives the level $-4\omega$ with 4 phonons, and thus the cost $8\omega$. Replacing the average of $1/N$ by $1/(2\alpha^2)$ gives the leading term.

**Q.** At small $g$ that term diverges. Does your full formula make sense there?

**A.** It does. For small $x$, $h(x)=x+O(x^2)$, so to order $\alpha^2$

$$E=-\alpha^2\omega+\varepsilon_k(1-\alpha^2)-\frac{t^2\alpha^2}{\omega}\big[2z+\gamma_k^2-z\big].$$

Second-order theory in $g$ on the untransformed $H$ gives $E=\varepsilon_k-g^2\langle1/(\omega+y)\rangle_q$ with $y=\varepsilon_{k-q}-\varepsilon_k$, averaged over the phonon momentum $q$. The zone averages are $\langle\gamma\rangle=0$ and $\langle\gamma^2\rangle=z$, the latter from the terms $\delta'=-\delta$. So $\langle y\rangle=-\varepsilon_k$ and $\langle y^2\rangle=zt^2+\varepsilon_k^2$, and $1/(\omega+y)=1/\omega-y/\omega^2+y^2/\omega^3-\dots$ yields

$$E=\varepsilon_k-\frac{g^2}\omega-\frac{g^2\varepsilon_k}{\omega^2}-\frac{g^2(zt^2+\varepsilon_k^2)}{\omega^3},$$

which is the same expression. The expansion in $y/\omega$ converges when $|y|<\omega$ for every $q$. At the band bottom $y$ runs from 0 to the bare bandwidth, so at weak coupling the series in $t$ converges there for a bandwidth below $\omega$, and stopping at $t^2$ is accurate when the bandwidth is small against $\omega$.

**Q.** Both are your own algebra. Has the $z$ and $k$ dependence been tested independently?

**A.** The program whose output follows diagonalizes the untransformed $H$ at small $\pm t$ and extracts the coefficients of $t$ and $t^2$ for $z=1$ to 4. They match the formula to five or more figures. For the three-site ring at $\alpha^2=8$, $k=0.7$, the $t^2$ coefficient is $-0.1341/\omega$ against $-z/(2E_p)=-0.1250/\omega$. For the five-site cell of the square lattice at $\alpha^2=1.5$ the limit is $-1.333/\omega$, while the true coefficient is $-3.030/\omega$ at $k=0$ and $-1.298/\omega$ at $k=2\pi/5$. The near agreement in the last case is a cancellation. There $\gamma_k=-1$, so $\gamma_k^2-z=-3$ and the onward term opposes the return term, whereas at $k=0$ it enters with $\gamma_k^2-z=12$.

**Q.** Then what is left of the claim that the band narrows by $e^{-\alpha^2}$?

**A.** It is the first-order result. On the chain $\gamma_k=2\cos k$ and $\gamma_k^2-2=2\cos2k$, so the dispersion is $-2t_1\cos k-2t_2\cos2k$ with $t_1=te^{-\alpha^2}$ and $t_2=(t^2/\omega)e^{-\alpha^2}h(\alpha^2)$. The curvature at $k=0$ is $2t_1+8t_2$ against the bare $2t$, so

$$\frac{m_0}{m^*}=e^{-\alpha^2}\Big[1+4\frac t\omega h(\alpha^2)\Big].$$

For $\alpha^2\gg1$, $h(\alpha^2)\to\omega/E_p$ and the correction is $4t/E_p$. One condition is therefore $t\ll E_p$.

**Q.** Is that condition enough?

**A.** No, and the dimer ($z=1$) shows it at third order. There $E_3=\langle V\mathcal R(V-E_1)\mathcal RV\rangle$ with $\mathcal R=-Q/(\omega\hat N)$, where $Q$ projects off the vacuum. The hop operator $D_1(\alpha)D_2(-\alpha)$ is $D(\beta)$ for the mode $b=(b_1-b_2)/\sqrt2$, with $\beta^2=2\alpha^2=x$, and successive hops alternate in the sign of $\beta$. From $1/N=\int_0^1u^{N-1}du$ follows $Q/\hat N=\int_0^1(u^{\hat N}-0^{\hat N})\,du/u$, where $0^{\hat N}$ is the vacuum projector. Two rules suffice. First, $u^{\hat N}e^{\eta b^\dagger}|0\rangle=e^{u\eta b^\dagger}|0\rangle$, term by term. Second, $D(\beta')e^{\eta b^\dagger}|0\rangle=e^{-\beta'^2/2-\beta'\eta}e^{(\beta'+\eta)b^\dagger}|0\rangle$, from normal ordering and the eigenvalue $\eta$ of $b$ on this state. Applying them from the right, $\eta$ runs through $\beta$, $u\beta$, $(u-1)\beta$, $v(u-1)\beta$, and the three hops give the factors $e^{-x/2}$, $e^{-x/2+ux}$ and $e^{-x/2-v(u-1)x}$:

$$\langle0|D(\beta)v^{\hat N}D(-\beta)u^{\hat N}D(\beta)|0\rangle=e^{-3x/2+x(u+v-uv)}=e^{-\alpha^2}e^{-x(1-u)(1-v)} .$$

The $v$ integral, with its $v=0$ value subtracted, is $\int_0^1(e^{-y(1-v)}-e^{-y})\,dv/v=h(y)$ with $y=x(1-u)$. The $u$ integral subtracts $h(x)$, and $du/u$ becomes $dy/(x-y)$. The three hops bring $(-t)^3$ and the two resolvents $+1/\omega^2$. The other term is $-E_1\langle V\mathcal R^2V\rangle$ with $E_1=-te^{-\alpha^2}$ and the Poisson weights of mean $x$. For the symmetric state $E_3=-(t^3/\omega^2)e^{-\alpha^2}c_3$, with

$$c_3(x)=\int_0^x\frac{h(y)-h(x)}{x-y}\,dy-\sum_{N\ge1}\frac{e^{-x}x^N}{N!\,N^2}.$$

The antisymmetric state has $t\to-t$, so the splitting is $2te^{-\alpha^2}[1+(t/\omega)^2c_3]$ through third order. At $\alpha^2=2$ diagonalization and formula both give $-0.012482/\omega^2$ for the $t^3$ coefficient.

For large $x$ split the integrand as $h(y)/x+[yh(y)-xh(x)]/[x(x-y)]$. From $f'=(e^y-1)/y$ follows $h'=-h+(1-e^{-y})/y$, so $\int_0^xh\,dy=\int_0^x(1-e^{-y})\,dy/y-h(x)\to\ln x+\gamma_E$. In the second piece $yh(y)-xh(x)\approx1/y-1/x$ for $y\gg1$, which integrates to order $\ln x/x^2$, and the sum is of order $1/x^2$. At leading order $c_3=(\ln x+\gamma_E)/x$. At $x=100$ the program finds $xc_3=5.194$ against $5.182$. With $x=2E_p/\omega$ the second condition, derived for the dimer, is

$$t^2\ln(2\alpha^2)\ll2E_p\,\omega .$$

The ratio of the left side to the right is $(t/E_p)^2\alpha^2\ln(2\alpha^2)/2$, so at any fixed small $t/E_p$ the condition fails once $\alpha^2$ is large enough. At $\alpha^2=8$, $t=2\omega$, where $t/E_p=0.25$ and this ratio is $4\ln16/16=0.69$, the mean shift of the two levels beyond $-E_p$ is $-0.2686\,\omega$. Second order gives $-0.2681\,\omega$, and $-t^2/(2E_p)=-0.25\,\omega$ is 7% smaller in magnitude than the diagonalized value. The splitting is 2.14 times $2te^{-\alpha^2}$. The third-order factor $1+4\times0.2050=1.82$ does not reach that, so higher orders matter for the splitting.

**Q.** Put numbers on a case where both conditions hold.

**A.** Take a chain with round model parameters $\omega=50$ meV, $g=100$ meV, $t=10$ meV. Then $\alpha^2=4$, $E_p=100^2/50=200$ meV, $t/E_p=0.05$ and $t^2\ln(2\alpha^2)/(2E_p\omega)=0.0104$. The factor $e^{-4}=0.018316$ gives $t_1=0.18316$ meV, and the bandwidth falls from $4t=40$ meV to $4t_1=0.733$ meV, or 8.5 K. With $t^2/\omega=2$ meV, $h(8)=0.14684$ and $h(4)=0.018316\times17.667=0.32359$, the return term is $-2\times2\times0.14684=-0.5874$ meV and $t_2=2\times0.018316\times0.32359=0.01185$ meV. The limit $-zt^2/(2E_p)=-200/400=-0.5$ meV is 15% smaller in magnitude than the full return term, and the factor $1+1/8$ brings it to $-0.5625$ meV. In meV,

$$E(0)=-200-0.3663-0.5874-0.0237=-200.9774,$$
$$E(\pi/2)=-200-0.5874+0.0237=-200.5637,$$
$$E(\pi)=-200+0.3663-0.5874-0.0237=-200.2448 .$$

The comparison is a five-site ring with at most 20 phonons, in which each hop carries $e^{\mp ik}$ for arbitrary $k$. A path needs five hops to wind round it, so apart from the phonon cutoff it reproduces the infinite chain through order $t^4$. It gives $-200.9872$, $-200.5639$ and $-200.2368$ meV.

**Q.** Before rounding, the error is 0.0003 meV at $\pi/2$ but near 0.01 meV at the band edges. Is that luck?

**A.** It is symmetry. Shifting $k$ by $\pi$ reverses the sign of every nearest-neighbour hop, so $E(k+\pi,t)=E(k,-t)$, and inversion gives $E(-k,t)=E(k,t)$. At $k=\pi/2$ these make $E$ even in $t$, and the first neglected term is of fourth order. At $0$ and $\pi$ the third order enters with opposite signs, in line with the differences $-0.00985$ and $+0.00793$ meV between ring and formula, taken before rounding. The same relation makes $E(\pi)-E(0)$ odd in $t$, so the bandwidth has no second-order correction as long as the band maximum stays at $\pi$. The slope $2\sin k\,(t_1+4t_2\cos k)$ shows that this needs $4t_2<t_1$, and here $4t_2/t_1=0.26$. The ring gives 0.750 meV (8.7 K), 2.4% above $4t_1$, which is 2.3 times the parameter 0.0104; that parameter was derived for the dimer, and on the chain it gives only the scale of the correction. The mass is corrected already at second order. The bracket is $1+4\times0.2\times0.32359=1.2589$, and $m^*/m_0$ goes from $e^4=54.6$ to $54.60/1.2589=43.4$, against 41.2 on the ring. Relative to the ring value, first order is 33% too heavy and second order 5%.

## Calculated quantities

```
transformed dimer, g/w=0.8, t/w=0.37: max deviation 1.5e-14 w
site a2=4: E(n=1)=-4.000000 w, E(n=2)=-16.000000 w, E(2)-2E(1)=-8.000000 w
site a2=4: phonons 4.000000, bare weight 0.018316, frozen-hop cost 8.000000 w
x=4: x h(x) = 1.29436, 1+1/x = 1.25000
x=8: x h(x) = 1.17472, 1+1/x = 1.12500
x=16: x h(x) = 1.07234, 1+1/x = 1.06250
x=50: x h(x) = 1.02085, 1+1/x = 1.02000
cluster z a2 k | dE/dt exact, formula | t^2 coeff exact, formula, -z/(2Ep) [1/w]
dimer 1 8 0.0000 | -3.354626e-04 -3.354626e-04 | -0.067021 -0.067021 -0.062500
ring5 2 1.5 2.2000 | 2.626247e-01 2.626247e-01 | -0.751329 -0.751329 -0.666667
ring3 2 8 0.7000 | -5.131519e-04 -5.131519e-04 | -0.134059 -0.134059 -0.125000
tetra 3 6 0.0000 | -7.436257e-03 -7.436257e-03 | -0.278770 -0.278770 -0.250000
square5 4 1.5 0.0000 | -8.925207e-01 -8.925206e-01 | -3.029806 -3.029806 -1.333333
square5 4 1.5 1.2566 | 2.231302e-01 2.231302e-01 | -1.298258 -1.298258 -1.333333
dimer a2=2: t^3 coeff exact -0.012482, formula -0.012482 1/w^2
x c3(x) at x=100: 5.1940, ln x + gamma_E = 5.1824
dimer a2=8, t=2w: shift exact -0.26858 w, second order -0.26808 w, -t^2/2Ep -0.25000 w
dimer a2=8, t=2w: splitting/(2t exp(-a2)) = 2.138, 1+t^2 c3 = 1.820, c3(16) = 0.2050
example: w = 50 meV, g = 100 meV, t = 10 meV, z = 2
a2 = 4, Ep = 200 meV, t/w = 0.2, t/Ep = 0.05
t^2 ln(2 a2)/(2 Ep w) = 0.0104
exp(-a2) = 0.018316, t exp(-a2) = 0.18316 meV
bare bandwidth 4t = 40 meV, narrowed 0.73263 meV = 8.502 K
f(a2) = 17.6674, h(a2) = 0.32359
f(2 a2) = 437.723, h(2 a2) = 0.14684
return term = -0.58736 meV
-z t^2/(2Ep) = -0.50000 meV, times 1+1/(2 a2): -0.56250 meV
second-neighbour hopping t2 = 0.01185 meV
twisted 5-site ring, at most 20 phonons, 53130 states per k
E(0): first order -200.3663, second order -200.9774, exact -200.9872 meV
E(pi/2): first order -200.0000, second order -200.5637, exact -200.5639 meV
E(pi): first order -199.6337, second order -200.2448, exact -200.2368 meV
exact bandwidth = 0.75041 meV = 8.708 K, ratio to first order 1.0243
1 + 4 (t/w) h(a2) = 1.2589
m*/m0: first order 54.60, second order 43.37, exact 41.20
```
